Why a Self-Heated Transistor Can Show Negative Output Conductance

Q: I hold the gate voltage of a silicon-on-insulator transistor fixed and raise the drain voltage slowly. In saturation the drain current goes down. How can more voltage drive less current?

A: Your sweep changes two things at once, the drain voltage V and the channel temperature T. Let the source be grounded and the current be I(V,T). I describe the channel by one temperature and neglect gate power. The transistor dissipates VI, and this heat leaves through a thermal resistance R to surroundings at Ta:

T = Ta + RVI.

Two properties of the transistor matter:

g_iso = (∂I/∂V) at fixed T,
α = −(1/I)(∂I/∂T) at fixed V.

With this sign, positive α means that the current falls on heating. For a small voltage step, after the temperature has settled,

dI = g_iso dV − αI dT,
dT = R(I dV + V dI), for constant R.

Insert the second line into the first:

dI = g_iso dV − αRI² dV − αRVI dI.

Collecting the dI terms on the left gives (1 + αRVI) dI = (g_iso − αRI²) dV, so the slope you measure is

g = dI/dV = (g_iso − αRI²)/(1 + αRVI).

For α > 0 the denominator is positive, and the slope is negative when

αRI² > g_iso.

The voltage step raises the current directly by g_iso dV. It also adds power I dV, which warms the channel by RI dV and removes a current αI·RI dV. The second effect can win. Heating by itself is not enough: α must be positive, and the loss must exceed the direct gain. All quantities in the criterion belong to the hot operating point.

Q: If the current falls, the heating should fall too. Doesn't the effect cancel itself?

A: It weakens itself, and that is what the denominator describes. To see whether the power can fall, add I/V to g. Since (I/V)·αRVI = αRI², the heating terms cancel in the numerator:

g + I/V = (g_iso − αRI² + I/V + αRI²)/(1 + αRVI)
= (g_iso + I/V)/(1 + αRVI).

The power slope is d(VI)/dV = I + Vg = V(g + I/V). With α > 0 and g_iso ≥ 0 it is positive, so the device still gets hotter as V rises, even while I falls.

Two limits show the range. If g_iso = 0, any positive α gives a negative slope, g = −αRI²/(1 + αRVI). If in addition αRVI ≫ 1, then g → −I/V, the slope of a curve of constant power. The current cannot fall more steeply than that in this model.

The operating point is also unique if α > 0 over the temperature range concerned. The function T − Ta − RVI(V,T) has the temperature derivative 1 + αRVI > 0, so it crosses zero at most once. For negative α the derivative is 1 − |α|RVI, and thermal runaway becomes possible where it reaches zero.

Q: Why should a saturated current depend on temperature? I thought the carriers had reached a fixed velocity.

A: That velocity itself depends on the lattice temperature. Take electrons of mass m in a parabolic band, scattered in all directions by optical phonons of energy ħω. The phonon occupation is N = 1/(exp(ħω/kT) − 1). Emission has weight N+1 and absorption N, and both rates are proportional to the square root of the final energy. For hot electrons, with energy ε ≫ ħω, the rates of momentum loss and net energy loss are

1/τ = A(2N+1)√ε,
energy loss rate = ħωA√ε[(N+1) − N] = Aħω√ε.

Emission and absorption both destroy momentum, so their weights add. In the energy balance they subtract, and N drops out.

Let F be the electric force and φ the angle between velocity and force. Write the distribution as f0(ε) + f1(ε)cos φ. The force creates the directed part and scattering removes it:

F v f0′ = −f1/τ, so f1 = −Fvτ f0′.

The density of states is proportional to √ε. The upward flow of electrons in energy caused by the field is √ε·Fv f1/3, where 1/3 is the angular average of cos²φ. With v² = 2ε/m it equals −(2F²/3m)ε^(3/2)τ f0′. Phonons cause a downward flow √ε f0·Aħω√ε. In the steady state the flows are equal:

−[2F²/(3mA(2N+1))] ε f0′ = Aħω ε f0.

Thus f0 ∝ exp(−ε/Θ), with electron thermal energy

Θ = 2F²/[3mA²ħω(2N+1)].

The drift velocity is the average of v cos φ over angle and energy:

v_s = ∫√ε v(f1/3)dε / ∫√ε f0 dε.

Use f1 = Fvτf0/Θ. The integrand above becomes 2Fε f0/[3mΘA(2N+1)]. Since ∫ε exp(−ε/Θ)dε = Θ² and ∫√ε exp(−ε/Θ)dε = (√π/2)Θ^(3/2),

v_s = 4F/[3√π mA(2N+1)√Θ].

Inserting √Θ cancels both F and A. The numerical factor is (4/(3√π))√(3/2) = √(8/3π), and 2N+1 = coth(ħω/2kT). Hence

v_s = √[(8/3π)(ħω/m) tanh(ħω/2kT)].

A stronger field makes the electrons hotter, and hotter electrons scatter more often; this fixes the velocity. A warmer lattice has more phonons, which randomize momentum without increasing the net energy loss, so the velocity falls.

I tested this limit against a numerical solution for f0 and f1 that keeps finite phonon jumps. With ħω = 63 meV and Θ = 120ħω, the numerical velocity is 0.999 of the formula at 300 K and 0.998 at 450 K. Halving the field changes it by 0.4%. Such a large Θ checks the mathematics; it is far outside the parabolic part of a real silicon band. I therefore use the formula for the temperature ratio alone and choose v_s = 9.0×10⁶ cm/s at 300 K as a rough input. In the formula, heating from 300 to 450 K multiplies v_s by 0.894. This ratio belongs to the limit Θ ≫ ħω. At a fixed field with Θ of only a few ħω, the same phonon model gives a somewhat larger fall.

Q: A drop of 11% over 150 K is rather small. Is it enough?

A: In the example below it is the smaller part of the effect. Electrons near the source are not yet at the saturated velocity, so mobility still matters. Let U be the gate overdrive, C the gate capacitance per area, W the width and L the length. At channel potential V′ the mobile charge per area is C(U − V′). I take

v = μE/(1 + E/Ec), Ec = 2v_s/μ,

up to E = Ec, where v = μEc/2 = v_s, and a constant v_s beyond. Current continuity gives

I(1 + E/Ec) = WCμ(U − V′)E.

Since E = dV′/dx, integration from the source to a drain-end potential V_D gives

I(L + V_D/Ec) = WCμ(UV_D − V_D²/2).

At the onset of saturation E = Ec at the drain end, so I = WCv_s(U − V_D) there. Insert this and μ = 2v_s/Ec, divide by WCv_s, multiply by Ec, and write b = EcL:

(U − V_D)(b + V_D) = 2UV_D − V_D²,
Ub + UV_D − bV_D − V_D² = 2UV_D − V_D²,
Ub = (U + b)V_D.

Therefore

V_Dsat = Ub/(U + b),
I_s = WCv_s U²/(U + b).

Above V_Dsat I model the remaining isothermal rise by I = I_s(1 + V/V_A), with V_A independent of temperature. Then g_iso = I_s/V_A = I/(V_A + V).

Three quantities now change with T. Let μ ∝ T^(−p). Let the threshold voltage fall by κ per kelvin, so that dU/dT = κ at fixed gate voltage. For the velocity, put x = ħω/2kT. Since d ln tanh x/dx = 2/sinh 2x and dx/d ln T = −x,

s = −d ln v_s/d ln T = x/sinh 2x.

Because b ∝ v_s/μ, db/dT = b(p − s)/T. Differentiate ln I_s = ln v_s + 2 ln U − ln(U + b) + constant and reverse the sign:

α = s/T − 2κ/U + [κ + b(p − s)/T]/(U + b).

With r = b/(U + b) this is

α = [rp + (1 − r)s]/T − κ[2/U − 1/(U + b)].

The mobility and velocity terms make the current fall. The threshold term makes it rise, because a warm transistor has more mobile charge at the same gate voltage. For a long channel, b ≫ U, the result tends to p/T − 2κ/U, and mobility governs the fall. For b ≪ U it tends to s/T − κ/U, and the weaker velocity term takes over.

Q: My transistor is 10 µm wide and 250 nm long, and sits on 400 nm of buried oxide. What thermal resistance does that give?

A: Suppose heat spreads sideways through the silicon film, of thickness t_Si, and leaks down through the oxide, of thickness t_box, to a substrate at Ta. For a film temperature rise θ(x),

k_Si t_Si θ″ = k_ox θ/t_box.

If the film extends several Λ to each side, θ decays away from the source as exp(−|x|/Λ), with Λ = √(k_Si t_Si t_box/k_ox). Half the power P flows each way, so P/2 = k_Si t_Si W θ(0)/Λ and

R = θ(0)/P = Λ/(2k_Si t_Si W).

For a 100 nm film, k_Si = 60 W/(m K) and k_ox = 1.4 W/(m K), Λ = 1.31 µm and R = 10.91 K/mW. This treats the channel as a line. Spreading the power evenly over L means averaging exp(−|x|/Λ) over |x| < L/2. This multiplies the central temperature rise by (1 − e^(−a))/a, with a = L/2Λ. The factor is 0.954 here, and I omit it in the main example. A film that ends within about Λ of the channel can change R much more: an insulated end raises it, and a well-cooled contact there lowers it.

Q: Then put in the rest of the numbers.

A: I take a 5 nm gate oxide, μ = 300 cm²/Vs at 300 K with p = 1.5, κ = 0.8 mV/K, V_A = 15 V, and U = 2.0 V at 300 K. The surroundings are at 300 K. At fixed gate voltage the results are:

V = 1.2 V: I = 6.54 mA, T = 386 K, g = −0.354 mS
V = 1.6 V: I = 6.41 mA, T = 412 K, g = −0.302 mS
V = 2.0 V: I = 6.30 mA, T = 437 K, g = −0.260 mS
V = 2.4 V: I = 6.20 mA, T = 462 K, g = −0.226 mS

If the channel were held at 300 K, the current would instead rise from 7.67 to 8.24 mA over the same range.

At 2.0 V the power is 2.0 × 6.298 = 12.60 mW, and the temperature rise is 10.91 × 12.60 ≈ 137 K. The hot channel has U = 2.11 V and b = 2.38 V, hence r = 0.53. The parts of α, in 10⁻³/K, are 1.819 from mobility, 0.350 from saturated velocity and −0.580 from threshold. Their sum is 1.588 after rounding. The results below are computed from unrounded values, so the last digit can differ from the product of the numbers shown:

g_iso = 6.298/(15 + 2.0) = 0.3705 mS,
αRI² = 1.588×10⁻³ × 10.91 × 6.298² = 0.6875 mS,
αRVI = 1.588×10⁻³ × 137.4 = 0.218,
g = (0.3705 − 0.6875)/1.218 = −0.260 mS.

The units work because 1 mW = 1 mA·V. The slope of the self-consistent current curve gives the same value.

In this model the criterion can also be written αRI(V_A + V) > 1. Its left side is 0.6875/0.3705 = 1.86. Dividing R by 1.86 does not give the critical resistance, however, because a better-cooled transistor has a different I and α. Solving again at 2.0 V, with the other inputs fixed, gives a critical R of 4.61 K/mW and T = 365.5 K. The current there is 65.5/(4.61 × 2.0) = 7.10 mA, and the criterion requires α = 1/(4.61 × 7.10 × 17) = 1.80×10⁻³/K. Both are larger than in the hotter device, so less thermal resistance suffices.

Q: When I lower the gate voltage, the negative slope disappears. Is that simply because there is less heat?

A: Down to the point where the slope reaches zero, the cause is the smaller current. The loss term contains I² while g_iso contains I, so less current favours the direct gain. At V = 2.0 V, with the other inputs fixed, the slope is zero when the overdrive, referred to 300 K, is 1.155 V. The current there is about 3.1 mA, and the criterion gives α = 1/(10.91 × 3.1 × 17) ≈ 1.7×10⁻³/K. This is no smaller than at an overdrive of 2.0 V, so a change in α is not what removes the negative slope.

At a still lower overdrive α itself falls and changes sign, because the threshold part grows without limit as U falls, while the mobility and velocity parts together stay below p/T. For a channel at 300 K this happens at 0.345 V. Below it, warming raises the current and self-heating makes the slope more positive. At an overdrive of 0.2 V the channel warms by 3.7 K, and g is 10.9 µS against g_iso = 9.9 µS. That point is near the edge of the strong-inversion model, so I trust the direction of the change more than its size.

Q: With short pulses I see an ordinary positive slope. Which measurement is right?

A: Both are; they hold different things fixed. Give the channel a heat capacity C_th and set τ = RC_th. For a small oscillation at angular frequency ω the heat balance is

(1/R + iωC_th) δT = I δV + V δI.

So R is replaced by R/(1 + iωτ) in the conductance. Write D = αRI² and q = αRVI, and multiply numerator and denominator by 1 + iωτ:

y = (g_iso − D + iωτ g_iso)/(1 + q + iωτ).

Multiplying by the complex conjugate of the denominator shows that the in-phase part has the sign of

(g_iso − D)(1 + q) + (ωτ)² g_iso.

It vanishes at

(ωτ)² = (D − g_iso)(1 + q)/g_iso = 0.3170 × 1.218/0.3705,

or ωτ = 1.02. With this single heat capacity, the in-phase conductance is −0.256 mS at ωτ = 0.1 and +0.361 mS, close to g_iso, at ωτ = 10.

A rough heat capacity gives τ = 112 ns and a sign change near 1.5 MHz. Treat this as an order of magnitude: for the spreading film over its oxide the sign change moves to about 3 to 3.6 MHz. In the spreading film, heat storage adds to the downward leakage. At high frequency storage in the film dominates, and k_ox/t_box is in effect replaced by a quantity proportional to iω. Since R ∝ (k_ox/t_box)^(−1/2), the thermal response to a line source then tends to fall as 1/√ω. Near ω = 1/τ it falls more slowly still, because leakage and storage are comparable there. For ωτ between about 3 and 100, heat diffusing into the oxide keeps the fall slower than 1/√ω. The conductance therefore approaches g_iso only at much higher frequencies than with a single heat capacity. Once the heat spreads much less than the channel length within a period, the fall steepens towards 1/ω.

A pulse from rest differs from a small fast signal on a hot device. If the channel starts at 300 K and the pulse ends before it warms noticeably, the model gives 8.05 mA at 2.0 V and a slope I_s/V_A = 7.104/15 = 0.47 mS. The small signal sees the hot value, 0.37 mS. The spreading film warms quickly at first, so even a pulse of τ/100 is too long to show the full 0.47 mS.

Q: How far can I trust this for a real device?

A: The inputs are rough values for silicon-on-insulator transistors of the quarter-micrometre generation. A steady rise of 137 K is high; it goes with full gate drive, continuous bias and heat leaving through the buried oxide alone. Real devices also lose heat through contacts, metal lines and the gate, which lowers R. If that brought R below 4.61 K/mW, the slope at 2.0 V would turn positive with the other inputs unchanged. The sign also rests on two assumed inputs. With the others unchanged, the slope at 2.0 V turns positive if V_A is below about 6.4 V or p is below about 0.9, and p = 1.0 leaves only −0.05 mS. A negative slope is thus a possibility to be checked for each device and bias.

Other corrections, each applied alone at 2.0 V, change g from −0.260 mS as follows:

20 Ω at source and at drain, with the heat of both counted in the channel: −0.189 mS
R rising as √T: −0.428 mS
finite source length: −0.247 mS
surroundings at 400 K: −0.116 mS

The second case follows from R ∝ 1/√(k_Si k_ox) if k_Si falls as 1/T. It applies the channel temperature to the whole film, although the outer film is cooler, so it overstates the change. In the last case the channel reaches 521 K, where the simple temperature laws are least secure.

Impact ionization near the drain adds current and works against the negative slope. At fixed channel temperature, an estimate using the local field gives a contribution of +0.14 mS at 2.0 V and +0.36 mS at 2.4 V. Its share in the slow slope is smaller, because the added current also heats the channel and V_Dsat rises with temperature. The slope stays negative at 2.0 V, while at 2.4 V ionization and the thermal slope of −0.23 mS nearly cancel. The local estimate tends to be too large here. The voltage drop beyond the saturation point is 0.88 V at 2.0 V and 1.24 V at 2.4 V, while an electron needs roughly the 1.1 eV band gap to ionize. The model therefore does not settle the sign at 2.4 V. It also assumes a body contact that removes the holes; in a floating body they would collect and raise the current further.

Q: What could I measure to show that heating is responsible in my device?

A: Measure the three ingredients separately. Pulses so short that the channel barely warms, taken at several stage temperatures, give g_iso and α. A thermometer near the channel, such as a calibrated gate resistance, gives an estimate of R. Put these into the formula at the hot operating point and compare with the slow slope. Then shorten the pulses: a thermal negative slope should disappear once they are short compared with the thermal time. In the spreading film of the example this takes pulses of about τ/10 or shorter; at τ/5 the slope is still negative. If it persists at much shorter times, this mechanism does not explain it. The program lists the input values used here.

Numbers as computed

```
width 10 um, length 250 nm
gate oxide 5, film 100, buried oxide 400 nm
heat conductivity: film 60, oxide 1.4 W/(m K)
mobility at 300 K 300 cm2/Vs, power 1.5
saturated velocity at 300 K 9.0e+06 cm/s
phonon energy 63 meV, threshold fall 0.8 mV/K
V_A 15 V, overdrive at 300 K 2.0 V
gate capacitance 0.691 uF/cm2
Boltzmann/law velocity: 300 K 0.9988, 450 K 0.9980
Boltzmann velocity, half field/full field 0.9964
velocity ratio 450 K/300 K: law 0.8941, Boltzmann 0.8933
heat spreading length 1.31 um
thermal resistance R 10.91 K/mW
Ec*L at 300 K 1.500 V, V_Dsat 0.857 V
I_s at 300 K without V_A factor 7.104 mA
V (V) | I at 300 K (mA) | I heated (mA) | T (K) | slope (mS)
1.2 | 7.672 | 6.542 | 385.6 | -0.3543
1.6 | 7.861 | 6.411 | 411.9 | -0.3022
2.0 | 8.051 | 6.298 | 437.4 | -0.2602
2.4 | 8.240 | 6.202 | 462.4 | -0.2258
--- at 2.0 V ---
power 12.60 mW, temperature rise 137.4 K
hot: overdrive 2.110 V, Ec*L 2.384 V, V_Dsat 1.119 V
hot: velocity 8.122e+06 cm/s, mobility 170.4 cm2/Vs
alpha parts (1e-3/K): mobility 1.819, velocity 0.350, threshold -0.580
alpha 1.588 1e-3/K
g_iso 0.3705 mS, alpha R I^2 0.6875 mS
alpha R V I 0.2183
g formula -0.2602 mS, curve -0.2602 mS
critical R 4.61 K/mW (T there 365.5 K)
overdrive at 300 K for zero slope 1.155 V
overdrive for alpha = 0 at 300 K 0.345 V
overdrive 0.2 V: g 10.889 uS, g_iso 9.858 uS, rise 3.66 K
thermal time R*C 112 ns (rough)
sign change: omega*tau 1.021, frequency 1.45 MHz
in-phase g (mS): omega*tau 0.1 -0.2560, 10 0.3613
--- neglected effects ---
ionization at 2.0 V: drop 0.88 V, field 0.247 MV/cm, excess 0.412 %, g +0.1377 mS
ionization at 2.4 V: drop 1.24 V, field 0.336 MV/cm, excess 1.880 %, g +0.3637 mS
20 ohm per side: T 426.5 K, I 5.796 mA, g -0.1893 mS
R rising as sqrt(T): T 464.0 K, I 6.044 mA, g -0.4279 mS
finite source length: R factor 0.9537, g -0.2470 mS
ambient 400 K: T 521.4 K, I 5.564 mA, g -0.1163 mS
```
